# Wilson's phonon-limited thermal resistivity and the vanishing Lorenz ratio, part 1

(Sections cited here and not found follow in the second part.)

## First half: the collision operator and the electrical resistivity

**Q.** In a metal the same electrons carry charge and heat, and in a pure metal the same phonons scatter them. Why should the Lorenz ratio \(L=\kappa/(\sigma T)\) be anything other than \(L_0=\pi^2k_B^2/(3e^2)\)?

**A.** It equals \(L_0\) if one relaxation time, the same for both currents, describes the collisions. That is a statement about collisions, and the number of carriers does not settle it. A charge current decays when electrons change direction. A heat current can also decay when electrons change energy and keep their direction. Phonons do both, so the two rates have to be computed.

**Q.** Then state the model, so that I can see what is being put in.

**A.** The electrons have \(\varepsilon=\hbar^2k^2/2m\), density \(n\), two spin states and charge \(-e\). The sample volume is \(V\), and \(\xi=\varepsilon-\mu\) is the energy from the chemical potential. The phonons are longitudinal, with \(\omega=sq\) up to the Debye wavenumber \(q_D\), and \(\Theta=\hbar sq_D/k_B\). They stay in local equilibrium, with occupation \(n_q=1/(e^{\beta\hbar\omega}-1)\) and \(\beta=1/k_BT\). An absorbed phonon takes the electron from \(\mathbf k\) to \(\mathbf k'=\mathbf k+\mathbf q\), with no reciprocal lattice vector added.

For the coupling, a local dilation \(\nabla\cdot\mathbf u\) shifts the electron energy by \(C\,\nabla\cdot\mathbf u\). One mode has squared displacement amplitude \(\hbar/(2\rho_mV\omega)\), where \(\rho_m\) is the mass density, and the divergence brings a factor \(q^2\):

\[
|M_q|^2=C^2q^2\,\frac{\hbar}{2\rho_mVsq}=\frac{C^2\hbar q}{2\rho_mVs}.
\]

I take \(C\) independent of \(q\), and I assume \(q_D<2k_F\) and \(k_BT,\hbar\omega\ll\varepsilon_F\). There are no impurities, and electron-electron collisions are left out. By \(\kappa\) I mean the electrons' share of the heat conduction.

**Q.** Collisions with phonons are inelastic and the exclusion principle enters twice. How do you get a linear problem that can be trusted?

**A.** Write the distribution as

\[
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\Phi_{\mathbf k},\qquad
-\frac{\partial f_0}{\partial\varepsilon}=\beta f_0(1-f_0),
\]

and let \(w_{\mathbf k\mathbf k'}\) be the golden-rule rate from \(\mathbf k\) to an empty \(\mathbf k'\):

\[
w_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}|M_q|^2\left[n_q\,\delta(\varepsilon'-\varepsilon-\hbar\omega)+(n_q+1)\,\delta(\varepsilon'-\varepsilon+\hbar\omega)\right].
\]

The equilibrium flow is \(P_{\mathbf k\mathbf k'}=w_{\mathbf k\mathbf k'}f_0(1-f_0')\), where a prime marks the state \(\mathbf k'\). It is symmetric. For an absorption from \(\mathbf k\) to \(\mathbf k'\), the relation \(f_0/(1-f_0)=e^{-\beta\xi}\) gives

\[
\frac{f_0(1-f_0')}{f_0'(1-f_0)}=e^{\beta(\xi'-\xi)}=e^{\beta\hbar\omega}=\frac{n_q+1}{n_q},
\]

so \(n_qf_0(1-f_0')=(n_q+1)f_0'(1-f_0)\). The right-hand side is the reverse emission.

Now vary the occupations. To first order in \(\Phi\),

\[
\delta[f(1-f')]=\beta f_0(1-f_0')\left[(1-f_0)\Phi-f_0'\Phi'\right],
\]

and the reverse process follows by exchanging the two states. Gain minus loss for the pair is therefore

\[
\beta P_{\mathbf k\mathbf k'}\left[(1-f_0')\Phi'-f_0\Phi-(1-f_0)\Phi+f_0'\Phi'\right]=\beta P_{\mathbf k\mathbf k'}(\Phi'-\Phi).
\]

The occupation factors in the bracket have cancelled. The collision term is \(-\hat P\Phi\), with

\[
(\hat P\Phi)_{\mathbf k}=\beta\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\Phi_{\mathbf k}-\Phi_{\mathbf k'}).
\]

**Q.** And the driving side? The signs of the field and of the temperature gradient are easy to lose.

**A.** In a steady state the drift terms equal the collision term. The force is \(-e\mathbf E\). Since \(f_0\) depends on position through \((\varepsilon-\mu)/T\),

\[
\nabla f_0=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[\nabla\mu+\frac{\xi}{T}\nabla T\right].
\]

With \(\mathbf E^*=\mathbf E+\nabla\mu/e\), the two drift terms add to

\[
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\left[e\mathbf E^*+\frac{\xi}{T}\nabla T\right]=-\hat P\Phi .
\]

Take everything along \(x\) and define

\[
X_1=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)v_x,\qquad X_2=\xi X_1,\qquad
\langle A,B\rangle=\frac2V\sum_{\mathbf k}A_{\mathbf k}B_{\mathbf k}.
\]

For a field alone, \(\Phi=-eE^*\hat P^{-1}X_1\). The current is \(j=-e\langle X_1,\Phi\rangle=e^2E^*\langle X_1,\hat P^{-1}X_1\rangle\). For a temperature gradient alone, \(\Phi=-(\nabla T/T)\hat P^{-1}X_2\), and the heat current is \(\langle X_2,\Phi\rangle\). Hence

\[
\sigma=e^2\langle X_1,\hat P^{-1}X_1\rangle,\qquad
\kappa=\frac1T\langle X_2,\hat P^{-1}X_2\rangle .
\]

**Q.** Thermal conductivity is measured with no electric current, whereas you have set \(E^*=0\).

**A.** The field that stops the current changes \(\kappa\) through the square of the cross term \(\langle X_1,\hat P^{-1}X_2\rangle\). Near the Fermi surface \(X_1\) is even in \(\xi\) and \(X_2\) is odd. To leading order \(\hat P\) does not mix the two, because reversing the signs of both energies turns an absorption into an emission with the same equilibrium weight. The cross term is thus of order \((k_BT)^2/\varepsilon_F\) times \(\langle X_1,\hat P^{-1}X_1\rangle\). The relative change of \(\kappa\) is its square divided by \(\langle X_1,\hat P^{-1}X_1\rangle\langle X_2,\hat P^{-1}X_2\rangle\). With \(\langle X_1,\hat P^{-1}X_1\rangle=\sigma/e^2\) and \(\langle X_2,\hat P^{-1}X_2\rangle=L\sigma T^2\), this is of order \((k_BT/\varepsilon_F)^2L_0/L\). At low temperature \(L/L_0\) will turn out to fall as \((T/\Theta)^2\), so the change tends to the order \((k_B\Theta/\varepsilon_F)^2\). These are orders of magnitude, and the numerical prefactor can reach a few tens at high temperature: for the model metal used below the change is about \(10^{-5}\) at 5 K and \(5\times10^{-4}\) at 250 K. It is small in either regime, and I drop it.

**Q.** You still have to invert \(\hat P\), which is an integral operator.

**A.** A bound can be had without inverting it. Because \(P_{\mathbf k\mathbf k'}\) is symmetric, averaging the expression with its copy in which \(\mathbf k\) and \(\mathbf k'\) are exchanged gives

\[
\langle A,\hat PB\rangle=\frac{\beta}{V}\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}(A-A')(B-B').
\]

So \(\hat P\) is symmetric, and \(\langle A,\hat PA\rangle\ge0\). Let \(\Phi_s\) solve \(\hat P\Phi_s=X\). For any trial function \(\Phi\), the Cauchy-Schwarz inequality reads

\[
\langle\Phi,X\rangle^2=\langle\Phi,\hat P\Phi_s\rangle^2\le\langle\Phi,\hat P\Phi\rangle\,\langle\Phi_s,\hat P\Phi_s\rangle ,
\]

and the last factor is \(\langle X,\hat P^{-1}X\rangle\). With \(W=1/\kappa\),

\[
\rho\le\frac{\langle\Phi,\hat P\Phi\rangle}{e^2\langle\Phi,X_1\rangle^2},\qquad
W\le\frac{T\,\langle\Phi,\hat P\Phi\rangle}{\langle\Phi,X_2\rangle^2}.
\]

Equality holds when \(\Phi\) is the solution. A trial function therefore gives an upper bound on a resistivity, and the quality of the bound has to be examined separately.

**Q.** Which trial functions, and why those?

**A.** With a constant relaxation time, \(\Phi\) would be proportional to \(v_x\) for charge and to \(\xi v_x\) for heat. I therefore take \(\Phi_1=k_x\) and \(\Phi_2=\xi k_x\). These are the shapes under which the Wiedemann-Franz law would hold for elastic collisions, so any departure found with them comes from the collisions.

The denominators are moments of the source terms. For charge, use \((-\partial f_0/\partial\varepsilon)v_x=-\hbar^{-1}\partial f_0/\partial k_x\) and integrate by parts:

\[
\langle k_x,X_1\rangle=-\frac{2}{\hbar V}\sum_{\mathbf k}k_x\frac{\partial f_0}{\partial k_x}=\frac{2}{\hbar V}\sum_{\mathbf k}f_0=\frac n\hbar .
\]

For heat there is an extra \(\xi^2\). The other factors vary slowly across the thermal layer, so they keep their Fermi-surface value \(n/\hbar\), and

\[
\langle\xi k_x,X_2\rangle=\frac n\hbar\int\xi^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\xi=\frac n\hbar\,\frac{\pi^2}{3}(k_BT)^2 .
\]

**Q.** Do the charge case first. What does the quadratic form reduce to?

**A.** Each emission is an absorption with its two states exchanged, and the squared difference does not notice the exchange. I keep the absorptions and double:

\[
\langle\Phi,\hat P\Phi\rangle=\frac{2\beta}{V}\,\frac{2\pi}{\hbar}\sum_{\mathbf q}|M_q|^2n_q\sum_{\mathbf k}f_0(\xi)\left[1-f_0(\xi+\hbar\omega)\right]\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega)\,(\Phi'-\Phi)^2 .
\]

For \(\Phi=k_x\) the difference is \(q_x\). Averaged over directions its square is \(q^2/3\), with no approximation.

Next comes the sum over \(\mathbf k\). Let \(c\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). The argument of the delta function changes with \(c\) at the rate \(\hbar^2kq/m\), so

\[
\sum_{\mathbf k}\delta(\cdots)\,g(\xi)=\frac{V}{4\pi^2}\int k^2dk\,\frac{m}{\hbar^2kq}\,g(\xi)=\frac{Vm^2}{4\pi^2\hbar^4q}\int d\xi\,g(\xi),
\]

where \(k\,dk=m\,d\xi/\hbar^2\). The delta function is satisfied at \(c=ms/(\hbar k)-q/(2k)\). Near the Fermi surface the first term is \(s/v_F\ll1\), and the second is below one in size because \(q<2k_F\).

**Q.** The product of Fermi functions at two different energies remains.

**A.** Put \(x=\beta\xi\), \(z=\beta\hbar\omega\) and \(f(x)=1/(e^x+1)\). The balance relation used above says \(f(x+z)[1-f(x)]=e^{-z}f(x)[1-f(x+z)]\). Therefore

\[
f(x)-f(x+z)=f(x)[1-f(x+z)]-f(x+z)[1-f(x)]=(1-e^{-z})\,f(x)[1-f(x+z)].
\]

The integral of \(f(x)-f(x+z)\) over all \(x\) is \(z\), since it is the area between a step-like curve and its copy shifted by \(z\). Hence

\[
\int f(x)[1-f(x+z)]\,dx=\frac{z}{1-e^{-z}},\qquad
n_q\,\frac{z}{1-e^{-z}}=\frac{z\,e^z}{(e^z-1)^2}.
\]

Now collect factors. The \(\beta\) in front cancels the \(k_BT\) from \(d\xi=k_BT\,dx\), and \(2\cdot2\pi/(4\pi^2)=1/\pi\):

\[
S_1\equiv\langle k_x,\hat Pk_x\rangle=\frac{m^2}{3\pi\hbar^5}\sum_{\mathbf q}|M_q|^2\,q\,\frac{z\,e^z}{(e^z-1)^2}.
\]

Using \(\sum_{\mathbf q}=(V/2\pi^2)\int q^2dq\) and the coupling,

\[
S_1=\frac{m^2C^2}{12\pi^3\hbar^4\rho_ms}\int_0^{q_D}q^4\,\frac{z\,e^z}{(e^z-1)^2}\,dq .
\]

With \(t=T/\Theta\), the definition of \(\Theta\) gives \(q=q_Dtz\). Define

\[
J_n(x)=\int_0^x\frac{z^ne^z}{(e^z-1)^2}\,dz .
\]

The \(q\) integral is then \((q_Dt)^5J_5(1/t)\). Dividing \(S_1\) by \(e^2(n/\hbar)^2\) gives

\[
\rho=A\,t^5J_5(1/t),\qquad A=\frac{m^2C^2q_D^5}{12\pi^3\hbar^2e^2n^2\rho_ms}.
\]

This is the Bloch formula, here in its role as the one-term variational result.

**Q.** Does the power \(T^5\) have a meaning, or is it an accident of the integrals?

**A.** At low temperature the thermal phonons have \(q\sim q_Dt\), and the upper limit of \(J_5\) may be taken to infinity. The number of collisions per electron and unit time scales as \(T^3\). Each turns the electron through a small angle of order \(q/k_F\). The loss of forward momentum goes as the square of that angle, which adds a factor \(T^2\).

At high temperature \(z\) is small, the integrand of \(J_5\) is close to \(z^3\), and \(J_5(1/t)\to1/(4t^4)\). Then \(\rho\to At/4\), which is linear in \(T\).

**Q.** You kept the phonons in equilibrium. If momentum is conserved in every collision, should the resistivity not vanish?

**A.** It would, if the phonons had no other way to lose the momentum they receive. The equilibrium assumption says that something outside the model takes it away quickly enough. If it does not, the phonons drift with the electrons, and the formula for \(\rho\) fails. The electrons' thermal resistivity at zero current is not affected to leading order. Its deviation \(\Phi\) is \(k_x\) times an odd function of \(\xi\), and such a deviation, apart from a remainder of relative order \(s/v_F\), does not drive the phonon modes out of equilibrium: the transitions \(\xi\to\xi'\) and \(-\xi'\to-\xi\) have equal weight and their effects on the mode cancel.

## Second half: the thermal resistivity and its low-temperature law

The symbols carried over are these. \(\Phi\) is the deviation function, \(\hat P\) the collision operator, \(\xi=\varepsilon-\mu\), \(x=\xi/k_BT\), \(z=\hbar\omega/k_BT\), \(t=T/\Theta\), and \(q=q_Dtz\). The function \(f(x)=1/(e^x+1)\) is the Fermi function, and \(J_n(x)=\int_0^xz^ne^z(e^z-1)^{-2}dz\). A prime marks the electron after absorbing a phonon. The results carried over are

\[
\rho=\frac{\hbar^2S_1}{e^2n^2}=At^5J_5(1/t),\qquad
W\le\frac{T\,\langle\Phi,\hat P\Phi\rangle}{\langle\Phi,X_2\rangle^2},\qquad
\langle\xi k_x,X_2\rangle=\frac n\hbar\frac{\pi^2}{3}(k_BT)^2 .
\]

In \(S_1=\langle k_x,\hat Pk_x\rangle\) the squared change of the trial function was \(q^2/3\).

**Q.** For heat the trial function contains the energy, which changes in the collision. What replaces \(q^2/3\)?

**A.** The direction average of the squared change is \(|\xi'\mathbf k'-\xi\mathbf k|^2/3\). From \(\mathbf k'=\mathbf k+\mathbf q\) one has \(2\mathbf k\cdot\mathbf k'=k^2+k'^2-q^2\), so

\[
\begin{aligned}
|\xi'\mathbf k'-\xi\mathbf k|^2&=\xi'^2k'^2+\xi^2k^2-\xi\xi'(k^2+k'^2-q^2)\\
&=(\xi'-\xi)(\xi'k'^2-\xi k^2)+\xi\xi'q^2\\
&\approx k_F^2(\hbar\omega)^2+\xi\xi'q^2 .
\end{aligned}
\]

The last line sets \(k^2\) and \(k'^2\) to \(k_F^2\), which is the leading order in \(k_BT/\varepsilon_F\), and uses \(\xi'-\xi=\hbar\omega\). The first term is present even if the electron hardly turns: its energy has changed, and so has the heat it carries. The second term is the effect of the turn.

The trial function \(k_x\) has given the Bloch formula for \(\rho\), and for the heat trial function \(\xi k_x\) the squared change in a collision has been split into an energy-exchange term and a turning term. It remains to average the product \(\xi\xi'\), obtain the thermal resistivity \(W\), and find out whether its low-temperature law survives when the trial function is released.
